# Branching-Plane Updating and Lagrange-Newton Searches for Conical Intersections

## The search that does not settle

A search for the lowest point on a seam of conical intersection must close the energy gap and lower the energy without reopening the gap. Two directions open it at first order. Energy gradients of the two states supply one at each geometry; the other normally requires the interstate coupling vector, which is not always available.

Leaving the second direction out is not a small error. In the five-coordinate model treated below, a search that protects only the first direction has not converged after 60 iterations, and its gap still reaches 0.48 eV in the last 20. Steps that lower the energy are free to move along the unprotected direction, which can reopen the gap.

The Maeda-Ohno-Morokuma branching-plane update builds the missing direction from successive energy gradients. Below, its error is derived and its convergence compared with the Manaa-Yarkony Lagrange-Newton method, which uses the coupling vector.

## The two directions

Take two real electronic states in a basis that does not depend on the $N\ge 3$ nuclear coordinates $q$:

$$H=S\,\mathbf 1+U\sigma_z+V\sigma_x,\qquad w=(U,V).$$

The energies are $E_{1,2}=S\mp|w|$, so the gap is $D=2|w|$. Lengths and angles between coordinate vectors use the Euclidean metric; scaling the coordinates by different factors generally changes the angles and the rates below.

Write $w=|w|u$ with $u=(\cos\theta,\sin\theta)$, and let $J$ be the matrix with rows $\nabla U,\nabla V$. Differentiating $|w|=\sqrt{U^2+V^2}$ gives

$$\nabla D=2\,\frac{U\nabla U+V\nabla V}{|w|}=2J^Tu .$$

The eigenvectors are $c_1=(-\sin\frac\theta2,\cos\frac\theta2)$ and $c_2=(\cos\frac\theta2,\sin\frac\theta2)$. Since $c_1^T\sigma_zc_2=-\sin\theta$ and $c_1^T\sigma_xc_2=\cos\theta$, the coupling vector is

$$h=c_1^T(\nabla H)c_2=-\sin\theta\,\nabla U+\cos\theta\,\nabla V .$$

Thus $\nabla D$ and $h$ span the same plane as $\nabla U$ and $\nabla V$, the branching plane. In particular, $x=\nabla D/|\nabla D|$ lies in it at every geometry with a nonzero gap.

On the seam $U=V=0$ both energies equal $S$. If $J$ has rank two, a minimum-energy conical intersection (MECI) obeys

$$\nabla S+\xi_U\nabla U+\xi_V\nabla V=0,\qquad U=V=0.$$

The mean-energy gradient $g=\nabla S$ then lies in the branching plane. The point is a strict local minimum if the Hessian of $S+\xi_UU+\xi_VV$ is positive on the seam directions.

## The update and the step

Let $y$ be a unit vector orthogonal to $x$ that estimates the second direction. The composite gradient is

$$G=2D\,x+Pg,\qquad P=\mathbf 1-xx^T-yy^T .$$

It vanishes when the gap and the estimated seam gradient both vanish.

For the gap part, differentiate $2Dx$ along $x$. The result is $2|\nabla D|x+2D\,\partial_x x$, and $\partial_xx$ is orthogonal to $x$ because $x$ has unit length. The component along $x$ is therefore $2|\nabla D|$. Dividing $2D$ by this slope gives the gap step. For the seam part, let the columns of $Q$ be an orthonormal basis of the complement of $x$ and $y$, and let $B$ be the Hessian of $S$. The complete step is

$$\delta=-\frac{D}{|\nabla D|}x+r,\qquad r=-Q(Q^TBQ)^{-1}Q^Tg .$$

This is one quasi-Newton choice; the update of $y$ does not prescribe it. The matrix $B$ omits the curvature of $U$ and $V$, so the seam step is not a full Newton step.

At the next geometry a new $x'$ is known. Seek $y'=\lambda x+\mu y$ in the old estimated plane and orthogonal to $x'$. The condition $\lambda\,x\cdot x'+\mu\,y\cdot x'=0$ is met by $\lambda=y\cdot x'$ and $\mu=-x\cdot x'$. As $x$ and $y$ are orthonormal, normalization gives

$$y'=\frac{(y\cdot x')x-(x\cdot x')y}{\sqrt{(y\cdot x')^2+(x\cdot x')^2}} .$$

The sign of $y'$ does not matter, because $P$ contains $y'y'^T$. The formula fails if $x'$ is orthogonal to the whole old plane.

The start is $y_0\propto g-(g\cdot x_0)x_0$. Then $g$ is a combination of $x_0$ and $y_0$, so $P_0g=0$. The first step therefore contains only the gap part, and this initial zero says nothing about being at a minimum.

## Error of the estimated plane

Consider first a linear cone, for which $\nabla U$ and $\nabla V$ are constant. Let $t$ be the unit vector in the true plane orthogonal to $x$, and let $n$ be a unit vector outside it:

$$y=\cos\alpha\,t+\sin\alpha\,n,\qquad 0\le\alpha\le90^\circ .$$

Both planes contain $x$, so $\alpha$ is the angle between them. The new difference direction stays in the true plane, $x'=\cos\varphi\,x+\sin\varphi\,t$. Hence $y\cdot x'=\cos\alpha\sin\varphi$ and $x\cdot x'=\cos\varphi$, and the unnormalized new vector is

$$\cos\alpha(\sin\varphi\,x-\cos\varphi\,t)-\cos\varphi\sin\alpha\,n .$$

The bracket has unit length, so the part inside the true plane has length $\cos\alpha$, and the part outside has length $|\cos\varphi|\sin\alpha$. Their ratio gives, for $\alpha<90^\circ$,

$$\boxed{\tan\alpha'=|\cos\varphi|\tan\alpha .}$$

The plane is learned by turning $x$. A right-angle turn removes the error at once; without a turn the error stays unchanged. If $\alpha=90^\circ$, then $y=n$ and the update returns $\mp n$ when $\cos\varphi\ne0$: the error persists. When $\cos\varphi=0$ as well, the formula is undefined.

### Why the search turns

For a linear cone $w'=w+J\delta$. Using $J^Tw=\tfrac12|w||\nabla D|x$ and $r\cdot x=0$,

$$w\cdot w'=|w|^2+(J^Tw)\cdot\delta
=|w|^2-\tfrac12|w|D=0,$$

because $D=2|w|$. Thus $w$ turns by a right angle whenever the step closes the linearized gap, even if $r$ is computed from a wrong plane. If $w'=0$, the search has landed on the seam and the turn is undefined.

A right-angle turn of $w$ is not in general a right-angle turn of $x$. Let $M=JJ^T$ have eigenvalues $m_1\ge m_2>0$. Since $x\propto J^Tu$,

$$\cos^2\varphi=\frac{(u^TMu')^2}{(u^TMu)(u'^TMu')} .$$

In the eigenbasis of $M$, put $u=(\cos\beta,\sin\beta)$, $u'=\pm(-\sin\beta,\cos\beta)$ and $p=\sin^2\beta\cos^2\beta$. The numerator is $(m_1-m_2)^2p$. The denominator is

$$m_1m_2(\cos^4\beta+\sin^4\beta)+(m_1^2+m_2^2)p
=m_1m_2+(m_1-m_2)^2p,$$

where $\cos^4\beta+\sin^4\beta=1-2p$ was used. The quotient grows with $p$, whose largest value is $1/4$. Therefore

$$\boxed{|\cos\varphi|\le\Delta=\frac{m_1-m_2}{m_1+m_2}},\qquad
\tan\alpha_k\le\Delta^k\tan\alpha_0 .$$

For a circular cone $\Delta=0$, and one turn would remove any plane error with $\alpha_0<90^\circ$. From the start described above no turn takes place, however: $r=0$ and $JJ^T=m_1\mathbf 1$ give $w'=0$, so the first step lands on the seam. For a very asymmetric cone $\Delta$ approaches one, and the guaranteed rate becomes slow.

Both laws were tested on random displacements of a linear cone: the five-coordinate model given below without its quadratic terms in $U$ and $V$. With $m_1=0.04529$ and $m_2=0.01611\ \mathrm{eV}^2$,

$$\Delta=\frac{0.04529-0.01611}{0.04529+0.01611}=0.475,$$

and the largest sampled $|\cos\varphi|$ agrees with this limit to the printed digits.

## Error of the gap

Now take $r=0$ on the linear cone. From $|\nabla D|=2\sqrt{u^TMu}$ and $Jx=Mu/\sqrt{u^TMu}$,

$$w'=|w|\left(u-\frac{Mu}{u^TMu}\right).$$

This vector is orthogonal to $u$. Its component along $u'$ gives the first ratio below. The next step turns $w$ back to the line of $u$ and gives the second:

$$\frac{|w'|}{|w|}=\frac{|u'^TMu|}{u^TMu},\qquad
\frac{|w''|}{|w'|}=\frac{|u^TMu'|}{u'^TMu'} .$$

Their product is $D''/D=\cos^2\varphi$. Over two steps the gap therefore shrinks at least by the factor $\Delta^2$. A single step can do worse than $\Delta$, and on a very asymmetric cone it can even enlarge the gap. On the linear cone tested above, a direct calculation from the starting point used below gives 0.2147 for both sides, an average factor of $\sqrt{0.2147}=0.463$ per step, within the bound $\Delta$.

With curved $U$ and $V$, the true plane rotates between geometries. The laws are then local guides, and new plane errors proportional to the step length enter at leading order.

## What a small estimated gradient proves

Suppose that the estimated seam gradient vanishes while $\alpha\ne0$. The estimated seam contains

$$z=\cos\alpha\,n-\sin\alpha\,t,$$

which is orthogonal to $x$ and $y$. From $z\cdot g=0$ follows, for $\alpha<90^\circ$,

$$n\cdot g=\tan\alpha\;t\cdot g .$$

The other seam directions are common to both complements, so the true seam gradient has magnitude $\tan\alpha\,|t\cdot g|$. Unless $t\cdot g$ vanishes, it is of first order in a small plane error, so a small $Pg$ alone does not prove convergence.

The angle $\alpha$ is unknown without the coupling vector, but the turns of $x$ are known. On a linear cone $\tan\alpha_k=\tan\alpha_0\prod_j|\cos\varphi_j|$. A product near one warns that the search has learned little. A small product does not prove the opposite. The initial plane may have been at or near $90^\circ$ to the true one, and on a curved seam new plane errors can enter that the product does not record.

## The Lagrange-Newton method

With the coupling vector available, the constrained minimum can be solved by Newton's method. At the current geometry freeze $c_1,c_2$ and define

$$D_f=c_2^THc_2-c_1^THc_1,\qquad O_f=c_1^THc_2 .$$

Here $c_1,c_2$ stay fixed when $q$ moves. At the current point $D_f=D$ and $O_f=0$, with gradients $\nabla D$ and $h$. Make

$$L=S+\xi_1D_f+\xi_2O_f$$

stationary under $D_f=O_f=0$. Let $K$ have rows $\nabla D,h$ and let $W$ be the Hessian of $L$ with the current multipliers. Linearizing the gradient and both constraints, and dropping products of the multiplier change with $\delta$, gives

$$\begin{pmatrix}W&K^T\\K&0\end{pmatrix}
\begin{pmatrix}\delta\\ \xi'\end{pmatrix}
=-\begin{pmatrix}g\\D\\0\end{pmatrix},$$

where $\xi'$ holds the new multipliers themselves, not their changes.

The eigenvectors rotate from one geometry to the next, so the multipliers must be carried over. Store

$$\Lambda=\xi_1(c_2c_2^T-c_1c_1^T)+\tfrac12\xi_2(c_1c_2^T+c_2c_1^T).$$

Then $\mathrm{Tr}(\Lambda H)=\xi_1D_f+\xi_2O_f$. In a new basis, $\xi_1=\frac12(c_2^T\Lambda c_2-c_1^T\Lambda c_1)$ and $\xi_2=2c_1^T\Lambda c_2$. In this form the iteration is Newton's method for the smooth functions $S,U,V$, because the frozen constraints are

$$D_f=2(\cos\theta\,U+\sin\theta\,V),\qquad O_f=-\sin\theta\,U+\cos\theta\,V$$

with $\theta$ fixed: an invertible combination of $U$ and $V$.

The matrix is nonsingular at a regular minimum. If $W\delta+K^T\eta=0$ and $K\delta=0$, multiplication by $\delta^T$ gives $\delta^TW\delta=0$. Positive curvature on the seam forces $\delta=0$, and independent rows of $K$ then force $\eta=0$. Near the solution the combined error $e$ of coordinates and multipliers consequently obeys $|e'|\le C|e|^2$, since Newton's method drops only second-order terms. A poor start has no such guarantee.

## A curved seam in five coordinates

The coordinates are dimensionless and energies are in eV. The mean energy is $S=\frac12\sum_i\omega_iq_i^2$ with $\omega=(0.10,0.12,0.15,0.18,0.20)$, and

$$\begin{aligned}
U={}&0.30+0.20q_1+0.05q_3+0.02q_5\\
&+0.010q_1q_3+0.015q_2q_5+0.010q_3q_5+0.010q_4^2,\\
V={}&-0.15+0.04q_1+0.12q_2+0.05q_4\\
&+0.015q_1q_4+0.010q_2q_5-0.010q_3^2 .
\end{aligned}$$

At the start $q=(0.5,-0.4,-0.5,0.6,0.4)$, substitution gives $U=0.3797$ and $V=-0.1476$. The gap is $2\sqrt{0.3797^2+0.1476^2}=0.815$ eV.

Both methods reach $q=(-1.445,1.693,-0.207,0.237,-0.096)$ at 0.2856 eV. An independent constrained minimization agrees within $10^{-5}$ in distance. The seam curvatures, 0.176, 0.193 and 0.203 eV, are positive, so this is a local minimum on the seam.

For the update, with distance measured from the MECI:

| Step | Gap (eV) | Plane error (deg) | Distance |
|---:|---:|---:|---:|
| 0 | 0.815 | 87.5 | 2.94 |
| 1 | 0.411 | 70.2 | 1.96 |
| 3 | 0.448 | 41.7 | 1.82 |
| 6 | 0.119 | 8.13 | 0.385 |
| 12 | $1.12\times10^{-3}$ | 0.103 | $5.12\times10^{-3}$ |
| 21 | $8.56\times10^{-7}$ | $1.87\times10^{-4}$ | $8.15\times10^{-6}$ |
| 31 | $4.09\times10^{-10}$ | $1.56\times10^{-7}$ | $6.15\times10^{-9}$ |

The initial plane is nearly perpendicular to the true one. The gap is larger at step 3 than at step 1. A wrong plane permits this, because $Jr$ is then generally nonzero and the seam step can reopen the gap; the output does not separate this effect from curvature.

Later, distance and plane error fall together. With the angle in radians, their ratio is 2.8 at step 12, 2.5 at step 21 and 2.3 at step 31. In this run the two therefore shrink at nearly the same rate.

The mean error factor over the last eight steps is 0.49. For comparison, the gradients at the MECI follow from the polynomials:

$$\begin{aligned}
\nabla U&\approx(0.198,-0.001,0.035,0.005,0.043),\\
\nabla V&\approx(0.044,0.119,0.004,0.028,0.017).
\end{aligned}$$

Their squared lengths are about 0.0423 and 0.0172, and their scalar product is 0.0095, all in $\mathrm{eV}^2$. The eigenvalue difference divided by the sum is

$$\Delta_{\rm MECI}\approx\frac{\sqrt{(0.0423-0.0172)^2+4(0.0095)^2}}{0.0423+0.0172}\approx0.53 .$$

The observed factor lies below this local cone bound. The bound does not cover the seam error, so this is consistency, not a prediction of the rate.

Lagrange-Newton gives distances 2.94, 0.274, $6.08\times10^{-3}$ and $1.57\times10^{-6}$ before its final point. The last two ratios to the squared previous distance are

$$\frac{6.08\times10^{-3}}{0.274^2}=0.081,\qquad
\frac{1.57\times10^{-6}}{(6.08\times10^{-3})^2}=0.042 .$$

Both are below 0.1, which is consistent with quadratic convergence.

## Cost and the value of the coupling vector

Each search stops when its gap and its seam gradient, which the update can only estimate, are both below $10^{-9}$ eV. The update then takes 31 steps and 32 geometries, each with two energies and two gradients. Lagrange-Newton takes 4 steps. Here $W$ is formed from one displaced geometry per coordinate, so the count is $4(5+1)+1=25$, with coupling data needed as well. This one-sided difference is exact here only because $S$, $U$ and $V$ are quadratic. At a threshold of $10^{-4}$ eV the same two runs need 16 and 19 geometries.

These counts do not treat second derivatives alike: the update is handed the exact $B$ at no cost, while Lagrange-Newton pays for $W$ at every step. If the constant $B$ is charged once, as $N$ displaced geometries, the update costs 37 and 21 at the two thresholds, against 25 and 19. If the step counts stayed at 31 and 4 for larger $N$, which is an assumption, the costs $32+N$ and $4(N+1)+1$ would favor the update from $N=10$ onward. If instead $B$ is free for both methods and replaces $W$ in the Lagrange-Newton system, quadratic convergence is lost, but only 13 and 6 geometries are needed, fewer than the update's 32 and 16. What the update saves in this model is the coupling vector, not geometries.

Running the update's step with the exact coupling vector isolates the cost of estimating $y$. From this start it also takes 32 geometries, with a late factor of 0.51. From 40 random starts, with every coordinate drawn between $-1.5$ and $1.5$, all three searches reach the same MECI every time, with median counts, at the $10^{-9}$ eV threshold, of 30 for the update, 28 with exact coupling and 25 for Lagrange-Newton. In this model the slower convergence thus comes mainly from the step, not from the missing vector.

## False convergence kept by symmetry

Change the model to $V=0.12q_2$ and remove the $q_2q_5$ term from $U$. Then $S$ and $U$ are even in $q_2$, and $V$ is odd. If $q_2$ is held at zero, $V=0$ and neither $g$ nor $\nabla D$ has a $q_2$ component. The true second direction is $q_2$, but $y$ never acquires it: $\alpha=90^\circ$ throughout.

The search then meets its stopping test, with a gap of about $10^{-16}$ eV and an estimated seam gradient of $6\times10^{-10}$ eV. The true seam gradient is 0.171 eV. The point is not a minimum even among symmetric geometries: $y$ has removed a symmetric direction along which the energy can still fall. The energy is 0.194 eV instead of 0.110 eV, an error of 0.084 eV. Lagrange-Newton finds the MECI from the same symmetric start: $h$ points along $q_2$ there, so the symmetric seam directions stay free.

A displacement off the symmetry plane can free the update. At the first step $r=0$, as shown above. If also $|V|\ll|U|$, the gap step has length near $|U|/|\nabla U|$, and the $q_2$ component of $x$ is near $0.12V/(|U||\nabla U|)$ in magnitude. To leading order,

$$V'\approx V\left(1-\frac{0.12^2}{|\nabla U|^2}\right).$$

The start used here is the earlier one with $q_2$ set to zero or to a small value. There $|\nabla U|^2=0.0419\ \mathrm{eV}^2$ and the factor is 0.66, so the first step does not restore the symmetry. The new $U$ contains only terms quadratic in the step at this order. The $q_2$ component of $x$ grows with $|V/U|$, so $x$ turns towards $q_2$ if $U$ falls faster than $V$. Later steps also contain $r$, which changes $q_2$ as well, so the factor does not apply to them. Whether the search escapes is therefore tested numerically.

Starts with $q_2=0.1$ and $q_2=10^{-10}$ both reach the MECI, after 33 and 30 geometries. With $q_2=0$ initially but not enforced, the run also escapes. Exact arithmetic would preserve the symmetry, so rounding must have broken it. That is no safeguard: if the arithmetic happens to keep $q_2$ exactly zero, the search stays trapped even though symmetry is not imposed. A deliberate displacement along the symmetry-breaking coordinates is the appropriate check, but it must not be tiny: the escapes above use the $10^{-9}$ eV threshold, and at $10^{-3}$ eV a start with $q_2=10^{-6}$ still stops at the false point, while starts with $q_2=10^{-4}$, $10^{-3}$, $10^{-2}$ and $0.1$ reach the MECI.

## Table of computed values

```
omega (eV): 0.1 0.12 0.15 0.18 0.2
grad U at origin (eV): 0.2 0 0.05 0 0.02
grad V at origin (eV): 0.04 0.12 0 0.05 0
U, V at origin (eV): 0.30, -0.15
second derivatives of U (eV), index:value 13:0.010 25:0.015 35:0.010 44:0.020
second derivatives of V (eV), index:value 14:0.015 25:0.010 33:-0.020
start q (dimensionless): 0.5 -0.4 -0.5 0.6 0.4
Gram eigenvalues m1, m2 (eV^2): 0.045289, 0.016111
cone asymmetry Delta: 0.47521; largest sampled |cos phi|: 0.47521
two-step gap ratio: 0.214725; cos^2 phi: 0.214725
MECI q (dimensionless): -1.4452 1.6928 -0.20749 0.23732 -0.09555
MECI energy: 0.28558214 eV
seam curvatures (eV): 0.17566 0.19302 0.20277
Update: iteration, gap/eV, est. seam gradient/eV, plane error/deg, distance
  0 8.148e-01 2.275e-17 8.748e+01 2.937e+00
  1 4.108e-01 2.164e-01 7.022e+01 1.958e+00
  3 4.482e-01 1.758e-01 4.168e+01 1.824e+00
  6 1.192e-01 1.446e-02 8.128e+00 3.851e-01
  9 8.505e-03 3.292e-03 7.696e-01 4.554e-02
 12 1.122e-03 3.692e-04 1.031e-01 5.120e-03
 15 8.420e-05 4.888e-05 1.242e-02 6.066e-04
 18 1.136e-05 6.785e-06 1.574e-03 7.324e-05
 21 8.558e-07 6.713e-07 1.872e-04 8.149e-06
 24 1.155e-07 1.074e-07 2.288e-05 1.039e-06
 27 8.703e-09 8.989e-09 2.687e-06 1.093e-07
 30 1.175e-09 1.585e-09 3.200e-07 1.448e-08
 31 4.086e-10 5.028e-10 1.558e-07 6.154e-09
Lagrange-Newton: iteration, gap/eV, seam gradient/eV, distance to last point
  0 8.148e-01 1.652e-01 2.937e+00
  1 3.780e-02 5.199e-02 2.739e-01
  2 1.408e-03 4.001e-04 6.083e-03
  3 3.131e-07 2.321e-07 1.571e-06
  4 1.210e-14 5.786e-15 0.000e+00
geometries, update / exact coupling / Newton: 32 / 32 / 25
steps, update / exact coupling / Newton: 31 / 31 / 4
mean late error factor, update / exact coupling: 0.4873 / 0.5129
largest Newton error ratio e(k+1)/e(k)^2: 0.0811
x-only control, largest gap in last 20 iterations: 0.4809 eV
symmetric trap: gap 1.67e-16 eV, estimated gradient 6.00e-10 eV
symmetric trap: true seam gradient 0.17081 eV, distance to MECI 0.99417
trap energy / true MECI energy: 0.193708 / 0.109754 eV
start displaced by q2 = 1.0e-01: MECI found, geometries = 33
start displaced by q2 = 1.0e-10: MECI found, geometries = 30
symmetric start, symmetry not enforced: largest |q2| 8.1e-03, final distance to MECI 4.5e-10, geometries 22
random starts, update: 40/40 successes, median geometries 30.0
random starts, exact: 40/40 successes, median geometries 28.0
random starts, newton: 40/40 successes, median geometries 25.0
```
